\section*{The Debye–Waller factor of a harmonic crystal and unbroadened Bragg peaks}

\section{Theorem}

Let $\mathbf u$ be the displacement of an atom in a harmonic crystal at temperature $T$. For every real wavevector $\mathbf Q$,
\begin{equation}
\left\langle e^{i\mathbf Q\cdot\mathbf u}\right\rangle
= e^{-\frac12\langle(\mathbf Q\cdot\mathbf u)^2\rangle}\equiv e^{-W},
\qquad 2W=\langle(\mathbf Q\cdot\mathbf u)^2\rangle .
\label{main}
\end{equation}
The scattered intensity of a three-dimensional crystal is
\begin{equation}
I(\mathbf Q)=e^{-2W}S_0(\mathbf Q)+I_{\rm d}(\mathbf Q),
\qquad S_0(\mathbf Q)=\Big|\sum_j e^{i\mathbf Q\cdot\mathbf R_j}\Big|^2 ,
\label{split}
\end{equation}
where $S_0$ is the intensity of the rigid lattice. The Bragg peaks therefore keep their rigid-lattice shape and lose intensity by the factor $e^{-2W}$. The diffuse part $I_{\rm d}$, measured relative to the height of a Bragg peak, is at most of order $1/L$ for a crystal of $L$ cells along each edge.

\paragraph{Assumptions.} The crystal has $N=L^3$ atoms of mass $M$, one per primitive cell, at equilibrium sites $\mathbf R_j$. The forces are harmonic, the lattice is stable (all frequencies at $\mathbf k\ne0$ are positive and all sound velocities are nonzero, so that $\omega_{\mathbf ks}$ is at least proportional to $|\mathbf k|$ in the first zone), and the vibrations obey periodic boundary conditions. The centre of mass is held fixed, so the uniform translation is not among the modes. Each quantum is scattered once, and the atomic form factor is set to one, so that $I(\mathbf Q)=\langle|\sum_j e^{i\mathbf Q\cdot(\mathbf R_j+\mathbf u_j)}|^2\rangle$.

\paragraph{Normal modes.} With wavevector $\mathbf k\neq0$, branch $s$, frequency $\omega_{\mathbf ks}$ and real unit polarization vector $\mathbf e_{\mathbf ks}$,
\begin{equation}
\mathbf u_j=\sum_{\mathbf k s}\sqrt{\frac{\hbar}{2NM\omega_{\mathbf ks}}}\;
\mathbf e_{\mathbf ks}\left(a_{\mathbf ks}e^{i\mathbf k\cdot\mathbf R_j}
+a^\dagger_{\mathbf ks}e^{-i\mathbf k\cdot\mathbf R_j}\right),
\qquad [a_{\mathbf ks},a^\dagger_{\mathbf ks}]=1 .
\label{modes}
\end{equation}
Operators of different modes commute. Thus $\mathbf Q\cdot\mathbf u_j$ is a Hermitian sum $\sum_\mu(\gamma_\mu a_\mu+\gamma_\mu^*a_\mu^\dagger)$, where $\mu$ stands for $(\mathbf k,s)$.

\section{Lemma 1: product of exponentials}

If $c=[X,Y]$ commutes with $X$ and $Y$, then
\begin{equation}
e^Xe^Y=e^{X+Y}e^{c/2}.
\label{bch}
\end{equation}

\paragraph{Proof.} The derivative of $e^{\lambda X}Ye^{-\lambda X}$ with respect to $\lambda$ is $e^{\lambda X}[X,Y]e^{-\lambda X}=c$, so $e^{\lambda X}Ye^{-\lambda X}=Y+\lambda c$. Put $F(\lambda)=e^{\lambda X}e^{\lambda Y}$. Then
\begin{equation}
F'=XF+e^{\lambda X}Ye^{\lambda Y}
=\left(X+e^{\lambda X}Ye^{-\lambda X}\right)F=(X+Y+\lambda c)F .
\end{equation}
Since $c$ commutes with $X+Y$, the function $e^{\lambda(X+Y)}e^{\lambda^2c/2}$ obeys the same equation. Both functions equal one at $\lambda=0$, so they agree, and $\lambda=1$ gives \eqref{bch}.

\section{Lemma 2: one thermal oscillator}

For one mode of frequency $\omega$, with $n=1/(e^{\hbar\omega/k_BT}-1)$,
\begin{equation}
\left\langle e^{i(\gamma a+\gamma^*a^\dagger)}\right\rangle
=e^{-|\gamma|^2(n+1/2)} .
\label{one}
\end{equation}

\paragraph{Proof.} Take $X=i\gamma^*a^\dagger$ and $Y=i\gamma a$. Their commutator is $[X,Y]=-|\gamma|^2[a^\dagger,a]=|\gamma|^2$, and Lemma 1 gives
\begin{equation}
e^{i(\gamma a+\gamma^*a^\dagger)}
=e^{-|\gamma|^2/2}\,e^{i\gamma^*a^\dagger}e^{i\gamma a}.
\end{equation}
The thermal state is diagonal in the number of quanta $\nu$, so only terms with equal powers of $a^\dagger$ and $a$ contribute:
\begin{equation}
\left\langle e^{i\gamma^*a^\dagger}e^{i\gamma a}\right\rangle
=\sum_{m=0}^\infty\frac{(i\gamma^*)^m(i\gamma)^m}{(m!)^2}
\langle (a^\dagger)^ma^m\rangle
=\sum_{m=0}^\infty\frac{(-|\gamma|^2)^m}{(m!)^2}\langle (a^\dagger)^ma^m\rangle .
\label{series}
\end{equation}
In the state with $\nu$ quanta, $(a^\dagger)^ma^m$ has the value $\nu!/(\nu-m)!$, or zero if $\nu<m$. The probability of that state is $(1-x)x^\nu$ with $x=e^{-\hbar\omega/k_BT}$. Hence
\begin{align}
\langle (a^\dagger)^ma^m\rangle
&=(1-x)\sum_{\nu\ge m}\frac{\nu!}{(\nu-m)!}x^\nu
=(1-x)\,x^m\frac{d^m}{dx^m}\frac1{1-x}\nonumber\\
&=(1-x)\frac{m!\,x^m}{(1-x)^{m+1}}=m!\,n^m ,
\end{align}
because $x/(1-x)=n$. The series \eqref{series} becomes $\sum_m(-|\gamma|^2n)^m/m!=e^{-|\gamma|^2n}$. Multiplying by $e^{-|\gamma|^2/2}$ gives \eqref{one}.

\section{Proof of the thermal average}

Let $B=\sum_\mu(\gamma_\mu a_\mu+\gamma_\mu^*a_\mu^\dagger)$. Different modes commute and are statistically independent, so $\langle e^{iB}\rangle$ is a product of factors \eqref{one}. In $\langle B^2\rangle$ the cross terms between modes vanish because $\langle a_\mu\rangle=0$, and $\langle a_\mu^2\rangle=0$ as well. What remains is
\begin{equation}
\langle B^2\rangle=\sum_\mu|\gamma_\mu|^2\langle a_\mu a_\mu^\dagger+a_\mu^\dagger a_\mu\rangle
=\sum_\mu|\gamma_\mu|^2(2n_\mu+1).
\end{equation}
The exponent of the product is minus one half of this, so
\begin{equation}
\langle e^{iB}\rangle=e^{-\langle B^2\rangle/2}.
\label{general}
\end{equation}
With $B=\mathbf Q\cdot\mathbf u_j$ this is \eqref{main}. Using $2n+1=\coth(\hbar\omega/2k_BT)$ and the coefficients in \eqref{modes},
\begin{equation}
2W=\frac1N\sum_{\mathbf k\ne0}\sigma_{\mathbf k},\qquad
\sigma_{\mathbf k}=\sum_s\frac{\hbar(\mathbf Q\cdot\mathbf e_{\mathbf ks})^2}{2M\omega_{\mathbf ks}}
\coth\frac{\hbar\omega_{\mathbf ks}}{2k_BT}.
\label{W}
\end{equation}
The phases $e^{\pm i\mathbf k\cdot\mathbf R_j}$ have dropped out, so $W$ is the same for all atoms.

\paragraph{Remark: harmonic forces are needed.} For a general symmetric distribution of a coordinate $x$, expanding the logarithm gives
\begin{equation}
\ln\langle e^{ikx}\rangle=-\frac{k^2}2\langle x^2\rangle
+\frac{k^4}{24}\left(\langle x^4\rangle-3\langle x^2\rangle^2\right)+\dots
\end{equation}
The second term vanishes for a Gaussian but in general not otherwise. An example is one particle in the well $x^4$ with $\hbar=m=k_BT=1$ and $k=2.5$. Diagonalizing its Hamiltonian on a position grid gives $\langle e^{ikx}\rangle=0.279$, whereas $e^{-k^2\langle x^2\rangle/2}=0.322$, which is 15\% larger. In the harmonic well $x^2/2$ both numbers are $0.0340$.

\section{Lemma 3: two atoms}

Let $A=\mathbf Q\cdot\mathbf u_j(0)$ and $B=\mathbf Q\cdot\mathbf u_l(t)$. Then
\begin{equation}
\langle e^{-iA}e^{iB}\rangle=e^{-2W}e^{C_{jl}(t)},\qquad C_{jl}(t)=\langle AB\rangle .
\label{pair}
\end{equation}

\paragraph{Proof.} In a harmonic crystal $a_\mu(t)=a_\mu e^{-i\omega_\mu t}$, so $A$ and $B$ are both linear in the mode operators and $[A,B]$ is a number. Since $[-iA,iB]=[A,B]$, Lemma 1 gives $e^{-iA}e^{iB}=e^{i(B-A)}e^{[A,B]/2}$. Applying \eqref{general} to $B-A$, the exponent of the average is
\begin{align}
&-\tfrac12\left(\langle A^2\rangle+\langle B^2\rangle-\langle AB\rangle-\langle BA\rangle\right)
+\tfrac12\left(\langle AB\rangle-\langle BA\rangle\right)\nonumber\\
&\qquad=-\tfrac12\langle A^2\rangle-\tfrac12\langle B^2\rangle+\langle AB\rangle .
\end{align}
Both mean squares equal $2W$, which proves \eqref{pair}.

\section{Proof for the Bragg peaks}

Expanding the square in the definition of $I$ and using \eqref{pair} at $t=0$,
\begin{equation}
I(\mathbf Q)=e^{-2W}\sum_{jl}e^{i\mathbf Q\cdot(\mathbf R_l-\mathbf R_j)}e^{C(\mathbf R_l-\mathbf R_j)},
\qquad C(\mathbf r)=\frac1N\sum_{\mathbf k\neq0}\sigma_{\mathbf k}\cos\mathbf k\cdot\mathbf r .
\label{I}
\end{equation}
Write $e^C=1+(e^C-1)$. The $1$ leaves the double sum of phases, which is $S_0$. This proves \eqref{split}, with
\begin{equation}
I_{\rm d}(\mathbf Q)=e^{-2W}\sum_{jl}e^{i\mathbf Q\cdot(\mathbf R_l-\mathbf R_j)}
\left(e^{C(\mathbf R_l-\mathbf R_j)}-1\right).
\end{equation}

\paragraph{Shape of the Bragg part.} Let $\mathbf Q=\mathbf G+\boldsymbol\delta$ with $\mathbf G$ a reciprocal lattice vector, and let $\mathbf a_i$ be the primitive vectors. Summing three geometric series,
\begin{equation}
S_0=\prod_{i=1}^3\frac{\sin^2(L\,\boldsymbol\delta\cdot\mathbf a_i/2)}{\sin^2(\boldsymbol\delta\cdot\mathbf a_i/2)} .
\end{equation}
The height is $N^2$ and the width is proportional to $1/L$. The factor $e^{-2W}$ depends on $\mathbf Q$, but $2W$ is quadratic in $\mathbf Q$ and changes across the peak by an amount of order $1/L$. It rescales the peak and, for large $L$, leaves its shape alone.

\paragraph{Bound on the diffuse part.} Since $\sigma_{\mathbf k}\ge0$, we have $|C(\mathbf r)|\le C(0)=2W$, and therefore $|e^C-1|\le|C|e^{|C|}\le|C|e^{2W}$. With the Cauchy--Schwarz inequality and then Parseval's relation $\sum_{\mathbf r}C^2=N^{-1}\sum_{\mathbf k}\sigma_{\mathbf k}^2$,
\begin{equation}
|I_{\rm d}|\le N\sum_{\mathbf r}|C(\mathbf r)|
\le N\Big(N\sum_{\mathbf r}C(\mathbf r)^2\Big)^{1/2}
=N\Big(\sum_{\mathbf k\ne0}\sigma_{\mathbf k}^2\Big)^{1/2}.
\label{bound}
\end{equation}
Because $\coth y\le1+1/y$ and the frequencies of a stable crystal are at least proportional to $|\mathbf k|$ in the first zone, $\sigma_{\mathbf k}\le b/k^2$ with some constant $b$. The allowed wavevectors are labelled by integer triples $\mathbf n$, with $|\mathbf k|$ at least proportional to $|\mathbf n|/L$. In three dimensions $\sum_{\mathbf n\neq0}|\mathbf n|^{-4}$ converges, so the last root in \eqref{bound} is at most of order $L^2$. Hence $|I_{\rm d}|$ is at most of order $NL^2$, against the Bragg height $N^2e^{-2W}$. The ratio is at most of order $L^2/L^3=1/L$. The same bound on $\sigma_{\mathbf k}$ keeps $W$ finite as $L\to\infty$. This completes the proof.

\paragraph{Remark: diffuse scattering near a peak.} At $\mathbf Q=\mathbf G+\mathbf k$ with $\mathbf k\ne0$ allowed, the term of $I_{\rm d}$ linear in $C$ equals $Ne^{-2W}\sigma_{\mathbf k}$. For $T>0$ and long waves, $\coth y\approx1/y$ makes it proportional to $T/k^2$. The diffuse intensity does rise towards the Bragg point, but next to a peak whose height grows faster with crystal size. This compares heights only. Summed over the allowed $\mathbf k$ in a fixed window $|\mathbf k|\le q_0$, the linear term relative to the Bragg intensity $N^2e^{-2W}$ is $N^{-1}\sum_{|\mathbf k|\le q_0}\sigma_{\mathbf k}$, which tends to a nonzero constant, proportional to $q_0$ for small $q_0$, as $L\to\infty$. An integrated intensity measured with finite resolution therefore contains diffuse scattering. For the $(400)$ peak of the model below, at 300 K and $q_0=0.1$ \AA$^{-1}$, this share is about 2\%.

\paragraph{Remark: physical meaning.} By \eqref{main} the displacement along any direction has a Gaussian distribution. The average density is therefore the rigid lattice with each point smeared by the same Gaussian. It keeps the full periodicity of the lattice, so its Fourier components stay at the vectors $\mathbf G$, with amplitude reduced by $e^{-W}$ and intensity by $e^{-2W}$.

\paragraph{Remark: where the intensity goes.} Hold $\mathbf Q=\mathbf G$ in $W$ and $C$, replace the phase in \eqref{I} by $e^{i\mathbf k\cdot(\mathbf R_l-\mathbf R_j)}$, and average over the $N$ allowed $\mathbf k$. Only $j=l$ survives, giving $Ne^{-2W}e^{2W}=N$, or one per atom. The Bragg part, $N^2e^{-2W}$ at $\mathbf k=0$, contributes $e^{-2W}$ per atom. The diffuse share is $1-e^{-2W}$.

\paragraph{Remark: energy transfer.} The spectrum is the Fourier transform in $t$ of \eqref{pair}, summed over pairs with their phases. The $1$ in $e^{C(t)}=1+(e^{C(t)}-1)$ does not depend on $t$ and gives a sharp line at zero energy transfer. In an infinite crystal with a continuous spectrum, $C_{jl}(t)$ is the Fourier integral of an integrable function of frequency. It tends to zero for each pair, so no pair adds a further constant to this line.

\section{Worked example}

Take a simple cubic model crystal with $M=50$ u, spacing $a=3$ \AA\ and nearest-neighbour springs $K=20$ N/m that act equally on all displacement components. A plane wave in $M\ddot{\mathbf u}_j=K\sum_l(\mathbf u_l-\mathbf u_j)$, with $l$ running over the six neighbours, gives
\begin{equation}
\omega^2=\frac{2K}M\sum_{i=x,y,z}(1-\cos k_ia).
\end{equation}
The top frequency is $\sqrt{12K/M}=5.38\times10^{13}$ rad/s. Such springs cost energy under a rigid rotation, so the model illustrates the theorem but describes no real crystal. The branches coincide, so $2W=Q^2\langle u_x^2\rangle$. For the peak $(400)$, $G=4\times2\pi/a=8.378$ \AA$^{-1}$. Numerical quadrature of \eqref{W} for the infinite crystal gives:

\begin{center}
\begin{tabular}{cccc}
$T$ (K) & $\langle u_x^2\rangle$ (\AA$^2$) & $2W$ & $e^{-2W}$\\
0 & 0.00186 & 0.131 & 0.877\\
100 & 0.00246 & 0.173 & 0.841\\
300 & 0.00550 & 0.386 & 0.680\\
600 & 0.01060 & 0.744 & 0.475
\end{tabular}
\end{center}

At 300 K, for instance, $2W=(8.378)^2\times0.00550=0.386$. Zero-point motion alone removes 12\% of the rigid-lattice intensity. Since $2W$ grows as $Q^2$, the factor at 300 K falls from 0.976 for $(100)$ to 0.420 for $(600)$.

For finite crystals the pair sum \eqref{I} was evaluated at 300 K with $\mathbf Q$ along $x$. The full width around $(400)$ at half of the value $I(G)$ was found by root finding, with and without thermal motion:

\begin{center}
\begin{tabular}{cccc}
$L$ & $I(G)/N^2$ & rigid width (\AA$^{-1}$) & thermal width (\AA$^{-1}$)\\
8 & 0.708 & 0.2335 & 0.2342\\
16 & 0.694 & 0.1162 & 0.1163\\
32 & 0.687 & 0.0580 & 0.0580
\end{tabular}
\end{center}

The thermal width exceeds the rigid one by 0.3\% at $L=8$ and by 0.06\% at $L=32$. By \eqref{split} the width can change only through $I_{\rm d}$ and through the variation of $W$ across the peak. The variation of $W$ alone narrows the peak very slightly (by 0.003\% at $L=8$, or 0.006\% if the half height is taken from the slightly shifted maximum), so the excess comes from $I_{\rm d}$. Both effects fade as $L$ grows. At $Q=G+2\pi/(La)$, where $S_0=0$, the diffuse intensity relative to the peak height is 0.0053, 0.0024 and 0.0012 for the three sizes. At $Q=G-2\pi/(La)$ the values are 0.0049, 0.0023 and 0.0012. The ratio roughly halves with each doubling of $L$.

\section{Failure in one dimension}

In a chain at $T>0$ the sum for $\langle u^2\rangle$ contains $N^{-1}\sum_k1/k^2$, which grows as $N$. With the same $M$, $K$ and $a$, the mode sum at 300 K gives 0.173 \AA$^2$ for a ring of 100 atoms and 0.345 \AA$^2$ for 200. The identity \eqref{main} still holds for each finite ring, but $e^{-2W}$ tends to zero as the ring grows.

For a free classical chain the bond stretches are independent, each with variance $k_BT/K$. Atoms $d$ bonds apart then have a relative displacement of variance $d\,k_BT/K$, and the Gaussian average of their phase factor is $e^{-\kappa d}$ with $\kappa=Q^2k_BT/2K$. With $\varphi=(Q-G)a$ and $z=e^{-\kappa+i\varphi}$, the intensity per atom of a long chain is
\begin{equation}
1+2\,{\rm Re}\sum_{d\ge1}z^d={\rm Re}\,\frac{1+z}{1-z}
=\frac{1-|z|^2}{|1-z|^2}
=\frac{\sinh\kappa}{\cosh\kappa-\cos\varphi}\approx\frac{2\kappa}{\kappa^2+\varphi^2},
\end{equation}
where the last form holds for small $\kappa$ and $\varphi$. Its full width is $2\kappa$ in $\varphi$, which is $Q^2k_BT/(Ka)$ in $Q$ and does not shrink with length. For the first peak at 300 K this is 0.0303 \AA$^{-1}$. Direct summation for 4000 atoms gives 0.0305 \AA$^{-1}$, against 0.0005 \AA$^{-1}$ for the rigid chain. Harmonic forces alone thus do not guarantee sharp peaks. The finite mean-square displacement of the three-dimensional crystal is what keeps the peak height a fixed fraction $e^{-2W}$ of $N^2$. A slower, logarithmic divergence is an intermediate case. For the same springs on a square lattice at 300 K, $I(G)/N^2$ of the fourth peak falls through 0.48, 0.35 and 0.25 for $L=16$, 64 and 256, while the width still shrinks as $1/L$ and stays about 2\% above the rigid width.

Numbers in the example were calculated in double precision.
